# Born-charge neutrality on a finite k-mesh and the valence inverse masses: a numerical check

```python
"""Born-charge neutrality on a finite k-mesh.

Result under test, for an insulator with a local potential:
  sum over ions of Z*  =  g * mesh average of sum_valence (m/hbar^2) d2E/dk2,
and this error vanishes exponentially with the number N of mesh points.
Z* : Born charge in units of e, from linear response with analytic d/dk
g  : spin factor;  E : band energy;  m : electron mass;  a : period
Model: 1D crystal of charged sheets, transverse motion frozen, Hartree
mean field with zero macroscopic field. Working units: nm and eV.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, epsilon_0
from scipy.optimize import brentq

H2M = hbar**2 / m_e / e * 1e18          # hbar^2/m in eV nm^2
COUL = e / epsilon_0 * 1e9              # e^2/epsilon_0 in eV nm
a, area, width = 0.5, 0.25, 0.05        # nm, nm^2, nm
charge = np.array([3.0, 1.0])           # ionic charges in e
depth = np.array([14.0, 10.0])          # short-range well depths in eV
pos0 = np.array([0.0, 0.225])           # ion positions in nm
g, NV, M, GRID = 2, 2, 12, 64
b = 2 * np.pi / a
idx = np.arange(-M, M + 1)
G = b * idx
EYE = np.eye(len(G))
q = b * np.fft.fftfreq(GRID, 1 / GRID)
diff = (idx[:, None] - idx[None, :]) % GRID
kernel = np.zeros(GRID)
kernel[1:] = COUL / (area * q[1:]**2)   # G=0 dropped: no macroscopic field


def mesh(n, shift=0.0):
    return b * (np.arange(n) - n // 2 + shift) / n


def ion_potential(i, x):
    form = charge[i] * kernel + depth[i] * width * np.sqrt(2 * np.pi)
    return -form * np.exp(-(q * width)**2 / 2 - 1j * q * x) / a


def hamiltonian(k, v):
    kin = 0.5 * H2M * (np.asarray(k)[:, None] + G)**2
    return v[diff] + kin[:, :, None] * EYE


def velocity(k):
    """dH/dk for a local potential."""
    return (H2M * (k[:, None] + G))[:, :, None] * EYE


def to_grid(c):
    full = np.zeros((c.shape[0], GRID, c.shape[2]), complex)
    full[:, idx % GRID] = c
    return np.fft.ifft(full, axis=1) * GRID


def scf(k, pos):
    v_ion = ion_potential(0, pos[0]) + ion_potential(1, pos[1])
    v = v_ion.copy()
    for _ in range(800):
        c = np.linalg.eigh(hamiltonian(k, v))[1]
        dens = (abs(to_grid(c[:, :, :NV]))**2).sum(axis=(0, 2))
        dens *= g / (len(k) * a)
        step = v_ion + kernel * np.fft.fft(dens) / GRID - v
        v = v + 0.3 * step
        if abs(step).max() < 1e-11:
            return v
    raise AssertionError("self-consistency not reached")


def first_order(en, c, dh, nv=NV):
    """Conduction amplitudes of the first-order valence orbitals."""
    mat = c[:, :, nv:].conj().transpose(0, 2, 1) @ dh @ c[:, :, :nv]
    return mat / (en[:, None, :nv] - en[:, nv:, None])


def centre_response(x_disp, x_k):
    """Shift of the summed electron position per unit displacement."""
    return g / len(x_k) * np.sum(2 * np.real(x_disp.conj() * 1j * x_k))


def born_charge(k, v, i, pos):
    """Self-consistent linear response to the displacement of one ion."""
    en, c = np.linalg.eigh(hamiltonian(k, v))
    psi = to_grid(c[:, :, :NV])
    bare = -1j * q * ion_potential(i, pos[i])
    dv = bare.copy()
    for _ in range(800):
        x = first_order(en, c, dv[diff])
        dpsi = to_grid(c[:, :, NV:] @ x)
        dn = 2 * np.real(psi.conj() * dpsi).sum(axis=(0, 2))
        dn *= g / (len(k) * a)
        step = bare + kernel * np.fft.fft(dn) / GRID - dv
        dv = dv + 0.3 * step
        if abs(step).max() < 1e-10:
            x = first_order(en, c, dv[diff])
            x_k = first_order(en, c, velocity(k))
            return charge[i] - centre_response(x, x_k), dv
    raise AssertionError("linear response not converged")


def summed_mass(k, build):
    """Sum over valence bands of m/m*, from band energies alone."""
    d = 0.03
    total = np.zeros(len(k))
    for j, w in enumerate([-49 / 36, 3 / 2, -3 / 20, 1 / 90]):
        for s in (1, -1):
            en = np.linalg.eigvalsh(build(k + s * j * d))
            total += w * en[:, :NV].sum(axis=1)
    return total / d**2 / H2M


def rigid_error(k, v):
    """Neutrality error for a given potential moved rigidly."""
    en, c = np.linalg.eigh(hamiltonian(k, v))
    x = first_order(en, c, (-1j * q * v)[diff])
    return charge.sum() - centre_response(x, first_order(en, c, velocity(k)))


print(f"hbar^2/m = {H2M:.6f} eV nm^2; e^2/eps0 = {COUL:.4f} eV nm")
print(f"period {a} nm, sheet area {area} nm^2, ion width {width} nm")
print(f"ion charges {charge} e, well depths {depth} eV, positions {pos0} nm")

# Neutrality error against the inverse masses, mesh by mesh
print("N | Z*_1 | Z*_2 | sum of Z* | mesh-averaged g*sum(m/m*)")
for n in (1, 2, 3, 4, 6, 8, 12):
    k = mesh(n)
    v = scf(k, pos0)
    z1, dv1 = born_charge(k, v, 0, pos0)
    z2, dv2 = born_charge(k, v, 1, pos0)
    local = [m for m in range(GRID) if m in set(diff.ravel())]
    assert abs((dv1 + dv2 + 1j * q * v)[local]).max() < 1e-7
    masses = summed_mass(k, lambda kk: hamiltonian(kk, v))
    average = g * masses.mean()
    assert abs(z1 + z2 - average) < 1e-6
    print(f"{n:2d} | {z1:.6f} | {z2:.6f} | {z1 + z2:.6f} | {average:.6f}")
    if n == 4:
        detail = (k, masses, z1 + z2)
print("N=4 mesh, k in 1/nm:", np.round(detail[0], 4))
print("N=4 mesh, sum over valence of m/m*:", np.round(detail[1], 5))
print(f"N=4 neutrality error: {detail[2]:.6f} e = {detail[2] * e:.4e} C")

# Independent check of a Born charge: Berry-phase polarization
k24 = mesh(24)
v_ref = scf(k24, pos0)
z_ref = born_charge(k24, v_ref, 0, pos0)[0]


def berry_product(v, n):
    c = np.linalg.eigh(hamiltonian(mesh(n), v))[1][:, :, :NV]
    following = np.roll(c, -1, axis=0)
    following[-1] = 0
    following[-1, :-1] = c[0, 1:]
    det = np.linalg.det(c.conj().transpose(0, 2, 1) @ following)
    return np.prod(det / abs(det))


def berry_charge(v_plus, v_minus, n, z, delta):
    phase = -np.angle(berry_product(v_plus, n) / berry_product(v_minus, n))
    return z - g * a * phase / (2 * np.pi) / (2 * delta)


delta = 1e-4
move = np.array([delta, 0.0])
vp, vm = scf(k24, pos0 + move), scf(k24, pos0 - move)
z40 = berry_charge(vp, vm, 40, charge[0], delta)
z80 = berry_charge(vp, vm, 80, charge[0], delta)
z_berry = (4 * z80 - z40) / 3
assert abs(z_berry - z_ref) < 1e-4
print(f"Z*_1 at N=24: response {z_ref:.5f}, Berry phase {z_berry:.5f}")
vp, vm = scf(mesh(3), pos0 + delta), scf(mesh(3), pos0 - delta)
berry_sum = berry_charge(vp, vm, 3, charge.sum(), delta)
assert abs(berry_sum) < 1e-6
print(f"discretized Berry phase, N=3: |sum of Z*| = {abs(berry_sum):.1e}")

# Fourier aliasing formula, with mesh shifts in units of the mesh step
dense = mesh(96)
bands = np.linalg.eigvalsh(hamiltonian(dense, v_ref))
W = bands[:, :NV].sum(axis=1)
gap = bands[:, NV] - bands[:, NV - 1]
print(f"smallest direct gap {gap.min():.4f} eV at |k| = "
      f"{abs(dense[gap.argmin()]):.4f} 1/nm")
for n in (3, 4):
    for shift in (0.0, 0.25, 0.5):
        alias = 0.0
        for j in range(-(40 // n), 40 // n + 1):
            R = j * n * a
            W_R = np.mean(W * np.exp(-1j * dense * R))
            alias -= g / H2M * R**2 * W_R * np.exp(1j * shift * b / n * R)
        direct = rigid_error(mesh(n, shift), v_ref)
        assert abs(direct - alias) < 1e-6
        print(f"fixed potential, N={n}, shift {shift}: error {direct:.6f}, "
              f"aliasing sum {alias.real:.6f}")


# Decay rate from the complex band structure
def discriminant(kappa):
    en = np.linalg.eigvals(hamiltonian(np.array([1j * kappa]), v_ref)[0])
    en = en[np.argsort(en.real)]
    return ((en[NV] - en[NV - 1])**2).real


top = next(x for x in np.arange(0.05, 40, 0.05) if discriminant(x) < 0)
h = brentq(discriminant, top - 0.05, top)
n2 = max(8, round(17 / (h * a)))
n1 = round(0.7 * n2)
e1, e2 = rigid_error(mesh(n1), v_ref), rigid_error(mesh(n2), v_ref)
power = (np.log(e2 / e1) + h * a * (n2 - n1)) / np.log(n2 / n1)
assert abs(power - 0.5) < 0.15          # corrections of relative order 1/N
print(f"branch point height h = {h:.5f} 1/nm, h*a = {h * a:.5f}")
print(f"fixed potential: error(N={n1}) = {e1:.4e}, error(N={n2}) = {e2:.4e}")
print(f"power of N multiplying exp(-h*N*a): {power:.3f}")

# Nonlocal potential: the inverse mass gives way to d(momentum)/dk
strength, radius = -1.0, 0.1            # eV, nm


def nonlocal_h(k):
    beta = np.exp(-((k[:, None] + G) * radius)**2 / 2)
    return hamiltonian(k, v_ref) + strength * beta[:, :, None] * beta[:, None]


def valence_momentum(k):
    c = np.linalg.eigh(nonlocal_h(k))[1][:, :, :NV]
    return ((abs(c)**2).sum(axis=2) * (k[:, None] + G)).sum(axis=1)


k = mesh(2)
ham = nonlocal_h(k)
en, c = np.linalg.eigh(ham)
d = 1e-3
x_k = first_order(en, c, (nonlocal_h(k + d) - nonlocal_h(k - d)) / (2 * d))
x_u = first_order(en, c, -1j * (G[:, None] - G[None, :]) * ham)
err_nl = charge.sum() - centre_response(x_u, x_k)
d = 0.02
slope = (8 * (valence_momentum(k + d) - valence_momentum(k - d))
         - valence_momentum(k + 2 * d) + valence_momentum(k - 2 * d)) / (12 * d)
mass_nl = g * summed_mass(k, nonlocal_h).mean()
assert abs(err_nl - g * slope.mean()) < 1e-5
assert abs(err_nl - mass_nl) > 1e-3
print(f"nonlocal term: strength {strength} eV, radius {radius} nm, N=2")
print(f"nonlocal: error {err_nl:.5f}, momentum slope {g * slope.mean():.5f}, "
      f"inverse mass {mass_nl:.5f}")

# Tensor form: oblique 2D lattice, independent electrons, one filled band
cell = np.array([[0.5, 0.0], [0.15, 0.45]])
recip = 2 * np.pi * np.linalg.inv(cell).T
G2 = np.array([[i, j] for i in range(-3, 4) for j in range(-3, 4)]) @ recip
dG = G2[:, None] - G2[None, :]
wells = []
for d2, x2 in ((40.0, np.array([0.0, 0.0])), (20.0, np.array([0.2, 0.1]))):
    amp = d2 * 2 * np.pi * 0.08**2 / abs(np.linalg.det(cell))
    wells.append(-amp * np.exp(-(dG**2).sum(-1) * 0.08**2 / 2 - 1j * dG @ x2))


def solve2(k):
    kin = 0.5 * H2M * ((k[:, None] + G2)**2).sum(-1)
    return np.linalg.eigh(sum(wells) + kin[:, :, None] * np.eye(len(G2)))


def slope2(k):
    """Gradient of the filled band energy divided by hbar^2/m."""
    c = solve2(k)[1][:, :, 0]
    return ((abs(c)**2)[:, :, None] * (k[:, None] + G2)).sum(axis=1)


k2 = np.array([[i, j] for i in range(3) for j in range(3)]) / 3 @ recip
en, c = solve2(k2)
tensor, hessian = 2.0 * np.eye(2), np.zeros((2, 2))
for beta in range(2):
    vel = (H2M * (k2[:, None] + G2)[:, :, beta])[:, :, None] * np.eye(len(G2))
    x_k = first_order(en, c, vel, 1)
    for alpha in range(2):
        for well in wells:
            x_u = first_order(en, c, -1j * dG[:, :, alpha] * well, 1)
            tensor[beta, alpha] -= centre_response(x_u, x_k)
    s = 0.02 * np.eye(2)[beta]
    grad = (8 * (slope2(k2 + s) - slope2(k2 - s))
            - slope2(k2 + 2 * s) + slope2(k2 - 2 * s)) / (12 * 0.02)
    hessian[beta] = g * grad.mean(axis=0)
assert abs(tensor - hessian).max() < 1e-5
print("2D, 3x3 mesh, sum of Z* (xx, xy, yx, yy):", np.round(tensor.ravel(), 5))
print("2D, inverse-mass average (same order):", np.round(hessian.ravel(), 5))

print("every check passed")
```

Printed output:

```
hbar^2/m = 0.076200 eV nm^2; e^2/eps0 = 18.0951 eV nm
period 0.5 nm, sheet area 0.25 nm^2, ion width 0.05 nm
ion charges [3. 1.] e, well depths [14. 10.] eV, positions [0.    0.225] nm
N | Z*_1 | Z*_2 | sum of Z* | mesh-averaged g*sum(m/m*)
 1 | -0.096520 | -7.507691 | -7.604210 | -7.604210
 2 | 1.155292 | -3.177715 | -2.022423 | -2.022423
 3 | 1.439185 | -2.126281 | -0.687096 | -0.687096
 4 | 1.530213 | -1.774609 | -0.244396 | -0.244396
 6 | 1.573074 | -1.604019 | -0.030944 | -0.030944
 8 | 1.578418 | -1.582219 | -0.003801 | -0.003801
12 | 1.579148 | -1.579201 | -0.000054 | -0.000054
N=4 mesh, k in 1/nm: [-6.2832 -3.1416  0.      3.1416]
N=4 mesh, sum over valence of m/m*: [ 1.43993  0.73707 -3.40287  0.73707]
N=4 neutrality error: -0.244396 e = -3.9157e-20 C
Z*_1 at N=24: response 1.57916, Berry phase 1.57916
discretized Berry phase, N=3: |sum of Z*| = 4.2e-12
smallest direct gap 3.7846 eV at |k| = 0.0000 1/nm
fixed potential, N=3, shift 0.0: error -0.679037, aliasing sum -0.679037
fixed potential, N=3, shift 0.25: error 0.030818, aliasing sum 0.030818
fixed potential, N=3, shift 0.5: error 0.617186, aliasing sum 0.617186
fixed potential, N=4, shift 0.0: error -0.243308, aliasing sum -0.243308
fixed potential, N=4, shift 0.25: error 0.003799, aliasing sum 0.003799
fixed potential, N=4, shift 0.5: error 0.235707, aliasing sum 0.235707
branch point height h = 2.22532 1/nm, h*a = 1.11266
fixed potential: error(N=10) = -4.5521e-04, error(N=15) = -2.1149e-06
power of N multiplying exp(-h*N*a): 0.472
nonlocal term: strength -1.0 eV, radius 0.1 nm, N=2
nonlocal: error -1.96427, momentum slope -1.96427, inverse mass -1.96042
2D, 3x3 mesh, sum of Z* (xx, xy, yx, yy): [0.01936 0.0034  0.0034  0.011  ]
2D, inverse-mass average (same order): [0.01936 0.0034  0.0034  0.011  ]
every check passed
```
